\section*{Crystal-field order at the tetrahedral interstitial site of silicon}

\section*{Problem}

An ion with a partly filled d shell sits at the tetrahedral interstitial site of unrelaxed silicon, at $(a/2)(1,1,1)$ from an atom of the diamond lattice with cubic constant $a$. Replace each first and second neighbour by a point charge $-Ze$ with $Z>0$, the same for all, and ignore all other atoms. Assume that the d orbital lies inside the first shell.

\begin{enumerate}
\item[(a)] Find the number, directions and distances of the neighbours in the two shells.
\item[(b)] Derive the splitting $\Delta=E(e)-E(t_2)$ of the one-electron d level to first order in the charges. Show that the six second neighbours slightly outweigh the four first neighbours and place $t_2$ below $e$.
\item[(c)] How much larger must the first-shell charges be than the second-shell charges to reverse the order? With equal charges and the second shell fixed, what uniform inward shift of the first shell reverses it?
\item[(d)] Evaluate $\Delta$ for $Z=1$ and the 3d orbital of Mn$^{2+}$, and judge how far the result can be trusted.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The two shells}

Measure positions from the interstitial site in units of $a/4$. One sublattice of diamond consists of the points $2(n_1,n_2,n_3)$ with $n_1+n_2+n_3$ even. Subtracting the site $(2,2,2)$ gives $2(m_1,m_2,m_3)$ with $m_i=n_i-1$, whose sum is odd. The shortest such vectors are $(\pm2,0,0)$ and its permutations: six atoms.

The other sublattice is displaced by $(1,1,1)$, so its vectors are $(2m_1+1,2m_2+1,2m_3+1)$, again with an odd sum of the $m_i$. The shortest have all components $\pm1$, which requires $m_i=0$ or $-1$. The odd sum demands one or three minus signs:
\[
(-1,1,1),\quad(1,-1,1),\quad(1,1,-1),\quad(-1,-1,-1).
\]
These are four atoms. The next vectors on this sublattice, of type $(3,1,1)$, have length $\sqrt{11}>2$. Hence
\begin{equation}
R_1=\frac{\sqrt3}{4}a\ \ (\text{four atoms}),\qquad
R_2=\frac a2\ \ (\text{six atoms}).
\end{equation}

\subsection*{(b) The splitting}

\paragraph{Terms that act.} The electron is repelled by each charge. For $r<R_j$ its potential energy is
\begin{equation}
V=\frac{Ze^2}{4\pi\varepsilon_0}\sum_j\sum_{k=0}^{\infty}
\frac{r^k}{R_j^{k+1}}P_k(c_j),\qquad c_j=\hat{\mathbf r}\cdot\hat{\mathbf R}_j .
\end{equation}
A product of two d functions has even parity and contains angular momenta up to 4, so within the d shell only $k=0,2,4$ contribute. The $k=0$ term raises all five levels equally.

For $k=2$ we need $\sum_jc_j^2$. In either shell of $N$ atoms, $\sum_j\hat R_{j\alpha}\hat R_{j\beta}=(N/3)\delta_{\alpha\beta}$: the three diagonal sums are equal and add to $N$, and the signs listed above cancel the off-diagonal ones. Thus $\sum_jc_j^2=N/3$ and
\[
\sum_jP_2(c_j)=\tfrac32\cdot\tfrac N3-\tfrac N2=0 .
\]
The splitting comes from $k=4$, with $P_4(c)=(35c^4-30c^2+3)/8$.

\paragraph{Sums over the shells.} Let $x,y,z$ be the components of the unit vector $\hat{\mathbf r}$, and let $Q=x^4+y^4+z^4$. For the six neighbours $\sum_jc_j^4=2Q$, so
\begin{equation}
\sum_{j=1}^6P_4(c_j)=\frac{70Q-60+18}{8}
=\frac{35}{4}\left(Q-\frac35\right).
\end{equation}
For the four neighbours $c_j=(s_xx+s_yy+s_zz)/\sqrt3$, with the signs listed in (a). In the fourth power, terms with odd powers of two coordinates cancel in the sum because $\sum s_xs_y=0$, and likewise for the other pairs. The rest is
\[
\sum_{j=1}^4c_j^4=\frac49\left[Q+6(x^2y^2+y^2z^2+z^2x^2)\right]
=\frac49(3-2Q),
\]
where squaring $x^2+y^2+z^2=1$ gave $x^2y^2+y^2z^2+z^2x^2=(1-Q)/2$. Therefore
\begin{equation}
\sum_{j=1}^4P_4(c_j)
=\frac18\left[\frac{140}{9}(3-2Q)-40+12\right]
=-\frac{35}{9}\left(Q-\frac35\right).
\end{equation}
The two shells produce the same angular function with opposite signs. At equal distance and charge, four tetrahedral neighbours have $-4/9$ of the effect of six octahedral ones.

\paragraph{Averages in the orbitals.} Write $K=Q-3/5$ and let $\langle\cdots\rangle$ be the average over the unit sphere. Comparing moments of an isotropic Gaussian in Cartesian and spherical coordinates gives
\[
\langle x^{2p}y^{2q}z^{2s}\rangle=
\frac{(2p-1)!!\,(2q-1)!!\,(2s-1)!!}{(2p+2q+2s+1)!!},
\]
with $(-1)!!=1$. The $xy$ orbital, normalized to unit average square, is $\sqrt{15}\,xy$. Hence
\begin{align}
\langle Q\rangle_{t_2}
&=15\left(\langle x^6y^2\rangle+\langle x^2y^6\rangle+\langle x^2y^2z^4\rangle\right)\nonumber\\
&=15\left(\frac1{63}+\frac1{63}+\frac1{315}\right)=\frac{11}{21},\\
\langle K\rangle_{t_2}&=\frac{11}{21}-\frac35=-\frac8{105}.
\end{align}
The orbitals $yz$ and $zx$ give the same value by permutation of the axes. The squares of the five normalized d functions add to a constant, and $\langle K\rangle=3\cdot\frac15-\frac35=0$, so the trace of $K$ in the d shell is zero.

Off-diagonal elements vanish as well. Those involving a $t_2$ function are odd in some coordinate, and the one between $3z^2-1$ and $x^2-y^2$ changes sign when $x$ and $y$ are exchanged. A threefold rotation about $[111]$ leaves $K$ unchanged but mixes the two $e$ functions, so their diagonal elements are equal. The zero trace then gives
\begin{equation}
\langle K\rangle_e=-\frac32\langle K\rangle_{t_2}=\frac4{35},\qquad
\langle K\rangle_e-\langle K\rangle_{t_2}=\frac4{21}.
\end{equation}

\paragraph{Result.} Multiplying by the shell coefficients, $\frac{35}{4}\cdot\frac4{21}=\frac53$ and $-\frac{35}{9}\cdot\frac4{21}=-\frac{20}{27}$. With $\langle r^4\rangle$ the radial mean value,
\begin{equation}
\boxed{\Delta=\frac{Ze^2\langle r^4\rangle}{4\pi\varepsilon_0}
\left(\frac{5}{3R_2^5}-\frac{20}{27R_1^5}\right)}
\end{equation}
The ratio of the second-shell to the first-shell magnitude is
\begin{equation}
\rho=\frac94\left(\frac{R_1}{R_2}\right)^5
=\frac94\left(\frac{\sqrt3}{2}\right)^5
=\frac{81\sqrt3}{128}\approx1.096 .
\end{equation}
Since $\rho>1$, $\Delta>0$ and $t_2$ lies below $e$. The ratio does not depend on $a$, $Z$ or the orbital. Relative to the common shift, the zero trace puts $t_2$ at $-\frac25\Delta$ and $e$ at $+\frac35\Delta$.

The lobes of the $e$ orbitals point along the cubic axes, towards the second neighbours, which raise $e$ above $t_2$; the first neighbours do the reverse. At equal distances the six would win by $9/4$. Their greater distance multiplies this by $(\sqrt3/2)^5\approx0.487$ and leaves an excess of about 10\%.

\subsection*{(c) Conditions for reversal}

If the shells carry charge numbers $Z_1$ and $Z_2$, the condition for $t_2$ below $e$ becomes $\rho Z_2/Z_1>1$. The order reverses when $Z_1$ exceeds $Z_2$ by more than 9.6\%.

For equal charges and fixed $R_2$, replace $R_1$ by $fR_1$. The ratio becomes $\rho f^5$, and the order reverses for
\begin{equation}
f<\rho^{-1/5}\approx0.982 .
\end{equation}
This is an inward shift of 1.8\%, or 0.0043\,nm. An outward shift strengthens the order found in (b). A uniform scaling of both shells changes the size of $\Delta$ but not its sign.

\subsection*{(d) The 3d orbital of Mn$^{2+}$}

The orbital is that of the free ion in its 3d$^5$ sextet, from unrestricted Hartree--Fock in the def2-QZVP basis. This leaves out correlation, relativity and the response of the crystal. It gives $\langle r^4\rangle=5.276\,a_0^4$, with $a_0$ the Bohr radius; the smaller def2-TZVP basis gives 5.355, which is 1.5\% more. Near the basis-set limit the value is 5.265, 0.2\% less; this lowers each shell contribution below by about 0.13\,meV in magnitude and leaves their sum at 5.9\,meV.

With $R_1=4.4441\,a_0$, $R_2=5.1316\,a_0$ and the Hartree energy 27211\,meV, the shell contributions are
\begin{align}
\Delta_1&=-\frac{20}{27}\,\frac{27211\times5.276}{4.4441^5}\ \text{meV}=-61.35\ \text{meV},\\
\Delta_2&=+\frac53\,\frac{27211\times5.276}{5.1316^5}\ \text{meV}=+67.24\ \text{meV}.
\end{align}
Before rounding, their sum is $\Delta=5.9$\,meV, with $t_2$ at $-2.4$\,meV and $e$ at $+3.5$\,meV. This is a splitting of orbital levels. In the 3d$^5$ sextet each orbital holds one electron, and the first-order energy $3(-\frac25\Delta)+2(\frac35\Delta)$ vanishes.

Because $\Delta$ is a small difference, effects that are minor for either shell matter. Three of them are estimated below for $Z=1$. These estimates keep the orbitals and potential of the free ion fixed. The response of the ion's own electrons is larger than $\Delta$: when the Hartree--Fock equations are solved self-consistently in the field of the ten charges with $Z=1$, the $e$ orbital energy lies below $t_2$, by about 12\,meV in def2-QZVP and 10\,meV in def2-TZVP. Orbital energies of a d$^5$ ion are not observable splittings, but the reversal shows that the sign found here is established only for fixed orbitals of the free ion.

\paragraph{Penetration.} Where $r>R$, the true radial factor $R^4/r^5$ is smaller than the $r^4/R^5$ used above, so both contributions shrink. Coulomb integrals with the full orbital give $-60.5$ and $+67.0$\,meV. The nearer shell loses more, and the net rises to 6.5\,meV (6.4\,meV near the basis-set limit).

\paragraph{Further shells.} With the same charge on every atom, the third shell (12 atoms) adds $+2.3$\,meV and the fourth (8 atoms) $-3.8$\,meV. The sum over the lattice, without penetration, is 4.5\,meV. The sign survives in this extension.

\paragraph{Mixing with p and f orbitals.} The site has no inversion centre, so odd terms of $V$ couple d to p, f and higher odd-$l$ orbitals. In tetrahedral symmetry p transforms as $t_2$, and f as $a_1+t_1+t_2$; neither contains $e$, so p and f mix only with the $t_2$ level. An orbital $n$ shifts it by $|V_{nd}|^2/(\varepsilon_d-\varepsilon_n)$: empty orbitals above push it down, occupied ones below push it up. For the two shells the shifts are $-3.0$\,meV from empty p, $-1.2$\,meV from empty f and $+0.1$\,meV from occupied p orbitals, together $-4.1$\,meV. These are rough sizes, since Hartree--Fock gaps are not true excitation energies. The basis also has too few f functions and no h functions. Near the basis-set limit the f term is $-2.0$\,meV, and h orbitals, which contain $e$, lower $t_2$ by 1.6\,meV and $e$ by 0.9\,meV. With all orbitals up to $l=6$, $t_2$ falls by 6.9\,meV and $e$ by 1.3\,meV. For the fixed potential of the free ion the mixing thus favours the same order as $\Delta$, but grows as $Z^2$. It equals the first-order splitting in size at $Z\approx1.4$ with the p and f values above, and already at $Z\approx1$ near the basis-set limit.

\paragraph{Comparison with real silicon.} All atoms of pure silicon are equivalent, so each is neutral. The value $Z=1$ is therefore a choice made for the model, not a property of the crystal; $Z=0.1$ would give a first-order splitting of only 0.6\,meV. The model also leaves out the overlap of the d orbitals with the silicon orbitals and the covalent combinations they can form. It therefore cannot predict the size of the splitting in real silicon. Even at $Z=1$ the model splitting is below the thermal energy at 300\,K, 26\,meV. To first order and for fixed orbitals, the point-charge argument therefore gives $t_2$ below $e$ for its stated geometry and equal charges, with a margin too narrow to settle the order in a relaxed crystal. Finding the same order in a real crystal would not show that point charges cause the splitting. The values for fixed orbitals in the def2 bases are collected in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
silicon lattice constant a = 0.5431 nm
charge number Z on each neighbour = 1.0
atoms in shells 1 to 4 = [4, 6, 12, 8]
first-neighbour distance R1 = 0.2352 nm
second-neighbour distance R2 = 0.2716 nm
second/first shell magnitude, quadrature = 1.09606
first-shell charge excess for reversal = 9.61 %
inward first-shell shift for reversal = 1.82 %
same shift as a length = 0.00427 nm
Mn2+ 3d <r^4>, def2-QZVP = 5.276 bohr^4
Mn2+ 3d <r^4>, def2-TZVP = 5.355 bohr^4
Bohr radius = 0.0529177 nm
Hartree energy = 27211.39 meV
R1 = 4.4441 bohr
R2 = 5.1316 bohr
first shell, E(e)-E(t2) = -61.35 meV
second shell, E(e)-E(t2) = 67.24 meV
net splitting, two shells = 5.89 meV
t2 shift from net k=4 field = -2.36 meV
e shift from net k=4 field = 3.54 meV
first shell with penetration = -60.51 meV
second shell with penetration = 67.02 meV
net with penetration = 6.51 meV
third shell, formula = 2.30 meV
fourth shell, formula = -3.83 meV
net, all shells, formula = 4.54 meV
t2 shift by occupied p orbitals = 0.11 meV
t2 shift by empty p orbitals = -3.01 meV
t2 shift by empty f orbitals = -1.23 meV
t2 shift by all p and f orbitals = -4.13 meV
Z where |this shift| = net splitting = 1.428
thermal energy at 300 K = 25.85 meV
\end{verbatim}
